\section*{Flicker corner of a MOS transistor and its trap origin}

\section*{Question}

A MOS transistor in saturation at temperature $T=300$ K has transconductance $g_m=1$ mS and thermal noise factor $\gamma=2/3$. Its flicker noise, expressed as an equivalent voltage in series with the gate, has the density
\begin{equation}
S_{\rm fl}(f)=\frac{K}{f},\qquad K=10^{-10}\ {\rm V^2}.
\end{equation}
Densities are one-sided: the integral over positive frequencies $f$ gives the variance. The coefficient $K$ has the unit V$^2$ because $K/f$ must have the unit V$^2$/Hz. Flicker and thermal noise are independent. The flicker corner $f_c$ is the frequency at which their gate-referred power densities are equal.

\begin{enumerate}
\item[(a)] Derive $f_c$ and evaluate it. What is the total noise density there?
\item[(b)] Show that a long channel with constant mobility and no body effect has $\gamma=2/3$ in saturation.
\item[(c)] Find the noise spectrum of one trap that captures and emits an electron.
\item[(d)] Show how many such traps produce $K/f$, and find $K$. How does the corner then depend on temperature?
\item[(e)] The transistor has width $W=5\ \mu$m, length $L=0.25\ \mu$m and a 5 nm oxide of relative permittivity 3.9. How many traps are involved, and how much does the corner vary between nominally equal devices?
\item[(f)] Judge the other approximations for this device. Take a mobility of 300 cm$^2$/Vs, a saturation speed of $10^7$ cm/s and a gate sheet resistance of 8 ohm per square.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) The corner}

The factor $\gamma$ is defined by the thermal noise density of the drain current,
\begin{equation}
S_{i}=4k_BT\gamma g_m .
\end{equation}
A small gate voltage $v_g$ produces a drain current $g_mv_g$. The equivalent gate voltage is therefore the noise current divided by $g_m$, and its power density is divided by $g_m^2$:
\begin{equation}
S_{\rm th}=\frac{S_i}{g_m^2}=\frac{4k_BT\gamma}{g_m}.
\end{equation}
Equating the two densities gives
\begin{equation}
\frac{K}{f_c}=\frac{4k_BT\gamma}{g_m}
\quad\Longrightarrow\quad
f_c=\frac{Kg_m}{4k_BT\gamma}.
\label{corner}
\end{equation}
The solution is unique because $K/f$ falls steadily while $S_{\rm th}$ is constant. With $4k_BT=1.65678\times10^{-20}$ J,
\begin{align}
S_{\rm th}&=\frac{(1.65678\times10^{-20})(2/3)}{10^{-3}}
=1.1045\times10^{-17}\ {\rm V^2/Hz},\\
f_c&=\frac{10^{-10}}{1.1045\times10^{-17}}
=9.05\times10^6\ {\rm Hz}=9.05\ {\rm MHz}.
\end{align}

The thermal noise alone is $\sqrt{S_{\rm th}}=3.32$ nV/$\sqrt{\rm Hz}$. At the corner the power densities add to $2S_{\rm th}$, so the total is $\sqrt2\times3.32=4.70$ nV/$\sqrt{\rm Hz}$. At $10f_c$ flicker adds one tenth to the thermal power density; at $f_c/10$ it is ten times the thermal density.

At fixed $K$ and $T$, a larger $g_m$ raises the corner by lowering the thermal noise. The flicker noise has not increased, so a high corner does not by itself mean a noisier transistor.

\subsection*{(b) The thermal factor}

Let $x$ run from source ($x=0$) to drain ($x=L$), let $V(x)$ be the channel potential relative to the source, and let $V_{\rm ov}$ be the gate voltage above threshold. In strong inversion, without body effect, the magnitude of the mobile charge per area is
\begin{equation}
Q(V)=C_{\rm ox}(V_{\rm ov}-V),
\end{equation}
where $C_{\rm ox}$ is the oxide capacitance per area. For constant mobility $\mu$ the drift current is $I=W\mu Q\,dV/dx$. Saturation begins at $V(L)=V_{\rm ov}$, where $Q$ vanishes in this model. Integration along the channel gives
\begin{equation}
IL=W\mu C_{\rm ox}\int_0^{V_{\rm ov}}(V_{\rm ov}-V)\,dV
=\frac{W\mu C_{\rm ox}V_{\rm ov}^2}{2},
\end{equation}
and hence
\begin{equation}
g_m=\frac{dI}{dV_{\rm ov}}=\mu C_{\rm ox}\frac WL V_{\rm ov}.
\label{gm}
\end{equation}

Now add a local noise current $i_n(x,t)$. It disturbs the potential by $v(x,t)$ and the current by $i(t)$. At frequencies low enough to neglect charge storage, $i$ is the same at every $x$. To first order,
\begin{equation}
i=W\mu\left(Q\frac{dv}{dx}+\frac{dQ}{dV}v\frac{dV}{dx}\right)+i_n
=W\mu\frac{d(Qv)}{dx}+i_n .
\end{equation}
The terminal voltages are held fixed, so $v=0$ at both ends. Integrating from 0 to $L$ removes the derivative term:
\begin{equation}
i=\frac1L\int_0^L i_n\,dx .
\end{equation}

A slice of length $\Delta x$ has conductance $W\mu Q/\Delta x$. By Nyquist's formula, applied to carriers at the lattice temperature, its current noise density is $4k_BT$ times this conductance. Its current reaches the drain with weight $\Delta x/L$, which enters squared. Independent slices add:
\begin{equation}
S_i=\sum\left(\frac{\Delta x}{L}\right)^2\frac{4k_BTW\mu Q}{\Delta x}
\longrightarrow\frac{4k_BTW\mu}{L^2}\int_0^LQ\,dx .
\label{channelnoise}
\end{equation}
To find the integral, use $dx=W\mu Q\,dV/I$ and the current found above:
\begin{equation}
\int_0^LQ\,dx=\frac{W\mu}{I}\int_0^{V_{\rm ov}}Q^2dV
=\frac{W\mu C_{\rm ox}^2V_{\rm ov}^3}{3I}
=\frac23LC_{\rm ox}V_{\rm ov}.
\end{equation}
Therefore
\begin{equation}
S_i=4k_BT\,\frac23\,\mu C_{\rm ox}\frac WLV_{\rm ov}
=4k_BT\,\frac23\,g_m,
\end{equation}
which is $\gamma=2/3$. A numerical chain of 200 nonlinear resistors, each with its own Nyquist source, gives 0.66659.

The opposite limit is a drain voltage near zero. Then $Q=C_{\rm ox}V_{\rm ov}$ everywhere, and \eqref{channelnoise} gives $4k_BT$ times the full channel conductance $\mu C_{\rm ox}WV_{\rm ov}/L$, as it must for a plain resistor. In saturation the charge thins towards the drain, and its average falls to two thirds of the source value.

\subsection*{(c) One trap}

Let an empty trap capture an electron at rate $c$ and a filled trap emit it at rate $e$. The probability $P$ that it is filled obeys
\begin{equation}
\frac{dP}{dt}=c(1-P)-eP=-\frac{P-p}{\tau},\qquad
p=\frac{c}{c+e},\quad \tau=\frac1{c+e}.
\end{equation}
If the trap is filled at time zero, then $P(t)=p+(1-p)e^{-t/\tau}$.

Let $A$ be the gate-voltage step caused by one trapped electron. For a trap close to the channel, the electron's charge $q$ is treated as spread over the gate area, so
\begin{equation}
A=\frac{q}{WLC_{\rm ox}} .
\end{equation}
This gives every trap the same step. In saturation the step really depends on the trap's position along the channel, because a local loss of charge changes the current in proportion to the local field $dV/dx$; that dependence is neglected here, and its effect on the scatter is estimated in part (e).

The autocovariance of the voltage is the probability of being filled at both times, less the square of the mean occupancy, times $A^2$:
\begin{equation}
C(t)=A^2\left[pP(t)-p^2\right]=A^2p(1-p)e^{-t/\tau},\qquad t\ge0 .
\end{equation}
With $\omega=2\pi f$, the one-sided density is
\begin{equation}
S_1(f)=4\int_0^\infty C(t)\cos\omega t\,dt
=\frac{4A^2p(1-p)\tau}{1+\omega^2\tau^2}.
\label{lorentz}
\end{equation}
This Lorentzian is flat for $\omega\tau\ll1$ and falls as $1/f^2$ for $\omega\tau\gg1$. One trap does not give $1/f$ noise. A trap that is nearly always full or empty contributes little, because $p(1-p)$ is then small.

\subsection*{(d) Many traps}

Assume independent traps with uniform density $N_t$ per volume and energy. At energy $E$ the occupancy is $p=[1+e^{(E-E_F)/k_BT}]^{-1}$, where $E_F$ is the Fermi level. Differentiation gives $p(1-p)=-k_BT\,dp/dE$, so
\begin{equation}
\int_{-\infty}^{\infty}p(1-p)\,dE=k_BT .
\end{equation}
Only traps within a few $k_BT$ of the Fermi level contribute appreciably.

If electrons reach a trap at depth $z$ by tunnelling, take $\tau=\tau_0e^{z/\lambda}$, with tunnelling length $\lambda$ and $\tau$ independent of energy. Then $dz=\lambda\,d\tau/\tau$: equal depths correspond to equal intervals of $\ln\tau$. Summing \eqref{lorentz} over $N_tWL\,dE\,dz$ traps, with the range of $\tau$ extended to $0<\tau<\infty$, gives
\begin{align}
S_{\rm fl}&=A^2N_tWL\,k_BT\lambda\int_0^\infty
\frac{4\tau}{1+\omega^2\tau^2}\frac{d\tau}{\tau}\nonumber\\
&=A^2N_tWL\,k_BT\lambda\,\frac4\omega\,\frac\pi2
=\frac{A^2N_tWL\,k_BT\lambda}{f}.
\end{align}
The last step uses $2\pi/\omega=1/f$. Inserting $A$,
\begin{equation}
K=\frac{q^2k_BT\lambda N_t}{WLC_{\rm ox}^2}.
\label{K}
\end{equation}

Substitution in \eqref{corner} cancels $k_BT$:
\begin{equation}
f_c=\frac{q^2\lambda N_tg_m}{4\gamma WLC_{\rm ox}^2}.
\end{equation}
In this model the corner does not move with temperature if $g_m$, $\gamma$, $N_t$ and $\lambda$ are held fixed. If instead $K$ and $g_m$ are held fixed, $f_c\propto1/T$, and heating to 350 K lowers it to 7.76 MHz. The data of part (a) do not decide between these cases.

\subsection*{(e) The number of traps}

Here $C_{\rm ox}=0.691\ \mu$F/cm$^2$ and $WLC_{\rm ox}=8.63$ fF. One trapped electron shifts the gate voltage by $A=18.56\ \mu$V. Define $n=N_tWL\lambda k_BT$, the mean number of traps per $k_BT$ of energy and per unit of $\ln\tau$. From part (d), $K=nA^2$, so
\begin{equation}
n=\frac{K}{A^2}=\frac{10^{-10}}{(18.56\times10^{-6})^2}=0.290 .
\end{equation}
An energy window of $4k_BT$ and one decade of $\tau$ contain on average $4\times2.303\times0.290=2.67$ traps. So few Lorentzians need not merge into a smooth $1/f$ line. For this device $K/f$ is an average over many equal transistors.

To find the scatter, divide energy and $\ln\tau$ into small cells and let the number of traps in each be Poisson distributed. Its variance equals its mean. The mean density is then the sum of mean number times $S_1$, and its variance is the sum of mean number times $S_1^2$. With $u=(E-E_F)/k_BT$ and $dp=-p(1-p)\,du$, the required integrals are
\begin{align}
\int_{-\infty}^{\infty}[p(1-p)]^2du&=\int_0^1p(1-p)\,dp=\frac16,\\
\int_0^\infty\frac{\tau^2}{(1+\omega^2\tau^2)^2}\frac{d\tau}{\tau}
&=\frac1{2\omega^2}.
\end{align}
The variance is therefore $n(16A^4)(1/6)(1/2\omega^2)=4nA^4/(3\omega^2)$. The squared mean is $(nA^2/f)^2=4\pi^2n^2A^4/\omega^2$. Their ratio is
\begin{equation}
\frac{{\rm var}\,S_{\rm fl}}{\langle S_{\rm fl}\rangle^2}
=\frac1{3\pi^2n}=0.116 .
\end{equation}
With equal steps, the standard deviation is 34.1\% of the mean at any one frequency within the $1/f$ range. Randomly drawn traps in 10\,000 simulated devices give 34.4\% at 9.05 MHz.

The same simulation gives a median corner of 8.8 MHz, with 10\% of devices below 5.3 MHz and 10\% above 13.2 MHz. Each device still has a single crossing, since every Lorentzian falls with frequency. The relative scatter of the density varies as $n^{-1/2}$. At fixed $N_t$, $\lambda$ and $T$, $n$ is proportional to gate area, so a larger gate approaches the smooth average.

These figures understate the scatter in saturation, where the steps are unequal. The channel equations of part (b) give $V=V_{\rm ov}(1-\sqrt{1-x/L})$, so the local field, and with it the step, is $r=1/(2\sqrt{1-x/L})$ times its mean value. At fixed $K$ this multiplies the relative variance by $\langle r^4\rangle/\langle r^2\rangle$, where the brackets are averages along the channel. Leaving out the last 2.1\% of the channel, where constant mobility would carry electrons faster than the saturation speed, gives a factor $2.92/0.966=3.0$ and a standard deviation near 60\%. The value depends strongly on how the drain end is treated: keeping the whole channel, with constant mobility and with diffusion included, gives nearly 90\%. The 34\% is therefore best read as a low estimate.

\subsection*{(f) The other approximations}

\paragraph{Inversion and carrier speed.} Equation \eqref{gm} requires $V_{\rm ov}=0.241$ V for $g_m=1$ mS. This is 4.7 times $2k_BT/q=0.0517$ V, so strong inversion is a reasonable first approximation. Including diffusion along the channel, at the same $g_m$, with constant mobility and no body effect, lowers $\gamma$ to about 0.64 and so raises the corner by about 5\%. In a bulk transistor the body effect works the other way and is larger, because the depletion charge weakens the gate's control of the channel. A charge-sheet model with diffusion and this oxide gives $\gamma\approx0.73$ and a corner of 8.3 MHz for a substrate doping of $10^{17}$ cm$^{-3}$, and $\gamma\approx0.80$ and 7.5 MHz for $4\times10^{17}$ cm$^{-3}$. The mean field $V_{\rm ov}/L$ times the mobility gives a speed 0.29 times the saturation speed. Near the drain the field is higher, and over the last 2\% of the channel the constant-mobility speed would exceed saturation. If the speed instead follows $\mu F/(1+\mu F/v_{\rm sat})$, where $F$ is the field and $v_{\rm sat}$ the saturation speed, 1 mS requires an overdrive of about 0.41 V. Constant mobility is thus a rough assumption, and $\gamma$ may differ from $2/3$. As an illustration, not a prediction for this device, $\gamma=1$ at the same $K$, $g_m$ and $T$ gives
\begin{equation}
f_c=\frac{2}{3}\times9.05\ {\rm MHz}=6.04\ {\rm MHz}.
\end{equation}

\paragraph{Gate resistance.} The gate strip, contacted at one end, has resistance $8W/L=160$ ohm. A noise voltage arising at fraction $s$ of its length shifts the gate over the remaining fraction $1-s$ of the channel width. Its power therefore carries the weight $(1-s)^2$, whose average is $1/3$. The effective resistance is 53.3 ohm, to be added to the channel's equivalent $\gamma/g_m=666.7$ ohm:
\begin{equation}
f_c=9.05\ {\rm MHz}\times\frac{666.7}{666.7+53.3}=8.38\ {\rm MHz}.
\end{equation}

\paragraph{Frequency limits.} Traps with $\omega\tau=1$ at the corner have $\tau=17.6$ ns. For rough values $\tau_0=0.1$ ns and $\lambda=0.1$ nm, they lie at depth $\lambda\ln(\tau/\tau_0)=0.52$ nm, about a tenth of the oxide thickness. The expression for $A$ treats them as lying at the channel. At depth $z$ the step is really smaller by the factor $1-z/t_{\rm ox}$, where $t_{\rm ox}$ is the oxide thickness. This lowers the flicker power density at the corner by about 20\% for a given $N_t$. At lower frequencies the active traps lie deeper and the reduction is larger, reaching about one half at 1 kHz. The spectrum is therefore flatter than $1/f$, with a local exponent of about 0.96 at the corner and 0.94 at 1 kHz. Starting the integral of part (d) at $\tau_0$ instead of zero removes 0.36\% of the flicker density at the corner. Charge storage in the channel is also unimportant: the estimate $g_m/(2\pi WLC_{\rm ox})=18.4$ GHz is about 2000 times the corner.

\paragraph{Comparison with a real device.} The dimensions and material parameters are rough typical values for a silicon n-channel transistor of the quarter-micrometre generation. With $\lambda=0.1$ nm, \eqref{K} requires $N_t=9\times10^{16}$ cm$^{-3}$eV$^{-1}$, a plausible order of magnitude for traps in such an oxide. Only the order of magnitude is fixed: the depth factor raises this value to $1.1\times10^{17}$, unequal steps over the whole channel, for which $\langle r^2\rangle\approx1.4$, lower it, and the model counts only the change in carrier number, neglecting any change of mobility caused by a trapped charge. Real short devices depart from constant mobility, which in the illustration above moves the corner from 9.05 to 6.04 MHz. They also contain few traps, which with equal steps spreads the middle 80\% of corners from 5.3 to 13.2 MHz, and more widely with the unequal steps of saturation: from 3.9 to 15.9 MHz, with median 7.7 MHz, if the last 2.1\% of the channel is left out, and from 2.9 to 17.5 MHz, with median 6.7 MHz, for the whole channel with diffusion. The stated data thus give 9.05 MHz, but for one actual transistor of this size the result should be read as ``of order 10 MHz''. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
STATED DATA AND RESULT
Flicker coefficient K = 1.000e-10 V^2
Transconductance = 1.000 mS
Temperature = 300.0 K
Thermal noise factor = 0.66667
Boltzmann constant = 1.380649e-23 J/K
4 kB T = 1.65678e-20 J
Thermal gate density = 1.10452e-17 V^2/Hz
Its square root = 3.323 nV/sqrt(Hz)
Flicker corner = 9.0537e+06 Hz = 9.054 MHz
Total at corner = 4.700 nV/sqrt(Hz)
Corner by root search = 9.055 MHz
Noise factor from channel network = 0.66659
ROUGH DEVICE
Width = 5.00 um, length = 0.25 um
Oxide thickness = 5.0 nm, eps_r = 3.9
Mobility = 300 cm^2/Vs
Tunnelling length = 0.10 nm
Oxide capacitance = 0.6906 uF/cm^2
Gate capacitance WLCox = 8.633 fF
Overdrive = 0.2413 V; 2kT/q = 0.0517 V
Drain current = 0.1207 mA
One-electron gate step = 18.56 uV
Trap density = 8.984e+16 cm^-3 eV^-1
Traps per kT and e-fold of time, n = 0.2903
Traps per 4kT and decade = 2.67
NEGLECTED EFFECTS
Flicker scatter, formula = 34.1 %
Flicker scatter, random traps = 34.4 %
Device corners, 10th percentile = 5.26 MHz
Device corners, median = 8.78 MHz
Device corners, 90th percentile = 13.19 MHz
Saturation speed used = 1.0e+07 cm/s
Mean-field drift / saturation speed = 0.290
Corner if gamma were 1 = 6.036 MHz
Gate sheet resistance = 8.0 ohm/square
Gate resistance end to end = 160.0 ohm
Distributed-gate factor = 0.3333
Effective gate resistance = 53.3 ohm
Channel noise resistance = 666.7 ohm
Corner with gate resistance = 8.383 MHz
Fastest trap time used = 0.10 ns
Trap time at corner = 17.58 ns
Trap depth at corner = 0.517 nm
Flicker lost by fast cutoff = 0.362 %
Warm device temperature = 350.0 K
Warm corner, K fixed = 7.760 MHz
Warm corner, K proportional to T = 9.054 MHz
Transit limit gm/(2 pi WLCox) = 18.44 GHz
\end{verbatim}
